# Dipole coupling and self-energy from the quantized Göppert-Mayer transformation: a numerical check

```python
"""
Result under test (Hartree atomic units, eps0 = 1/(4 pi)):
for charges coupled to quantized modes in the dipole approximation,
U = exp(i d.A) turns the Coulomb-gauge Hamiltonian
    H_C = (p - q A)^2/2 + V + omega a^dag a
into the dipole-gauge Hamiltonian
    H_D = p^2/2 + V + omega a^dag a - d F + K d^2/2,   K = 1/(eps0 volume).
A = a0 (a + a^dag), F = i Ek (a - a^dag), a0 = sqrt(K/(2 omega)), Ek = omega a0.
F stands for D/eps0 in the new representation; the electric field is F - K d.
A prescribed classical field gives -d E(t) and no K d^2/2 term.
The example is one electron (q = -1, d = -x) in an anharmonic well.
"""
import numpy as np
import sympy as sp
from scipy.linalg import eigh, expm
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LIGHT_SPEED = 1.0 / physical_constants["fine-structure constant"][0]
EPS0 = 1.0 / (4.0 * np.pi)

# Model parameters
omega = 1.0
volume = 200.0
cubic, quartic = 0.1, 0.1
K = 1.0 / (EPS0 * volume)
n_el, n_ph = 30, 20


def oscillator(n, freq):
    """Position and momentum operators, with products exact before cutting."""
    b = np.diag(np.sqrt(np.arange(1.0, n + 6)), 1)
    x = (b + b.T) / np.sqrt(2 * freq)
    p = -1j * np.sqrt(freq / 2) * (b - b.T)
    powers = [np.linalg.matrix_power(x, k)[:n, :n] for k in range(5)]
    return powers, p[:n, :n], (p @ p)[:n, :n].real


def field(n):
    """Number operator, a + a^dag, i(a - a^dag) and their squares."""
    a = np.diag(np.sqrt(np.arange(1.0, n + 3)), 1)
    s, f = a + a.T, 1j * (a - a.T)
    return (np.diag(np.arange(float(n))), s[:n, :n], f[:n, :n],
            (s @ s)[:n, :n], (f @ f)[:n, :n])


def h_coulomb(h, p, k, n):
    num, s, f, s2, f2 = field(n)
    a0 = np.sqrt(k / (2 * omega))
    one = np.eye(len(h))
    return (np.kron(h, np.eye(n)) + a0 * np.kron(p, s)
            + np.kron(one, omega * num + 0.5 * a0**2 * s2))


def h_dipole(h, x, x2, k, n, self_energy=True):
    num, s, f, s2, f2 = field(n)
    ek = np.sqrt(omega * k / 2)
    matter = h + (0.5 * k * x2 if self_energy else 0.0)
    return (np.kron(matter, np.eye(n)) + ek * np.kron(x, f)
            + np.kron(np.eye(len(h)), omega * num))


def lowest(matrix, count=4):
    return eigh(matrix, subset_by_index=[0, count - 1])


def mean(op, psi):
    return np.vdot(psi, op @ psi).real


# --- Kinetic momentum under the transformation, for an arbitrary function
xs, As, qs = sp.symbols("x A q", real=True)
g = sp.Function("g")(xs)
phase = sp.exp(sp.I * qs * As * xs)


def kinetic_momentum(u):
    return -sp.I * sp.diff(u, xs) - qs * As * u


moved = kinetic_momentum(kinetic_momentum(phase * g)) / phase
assert sp.simplify(sp.expand(moved) + sp.diff(g, xs, 2)) == 0

# --- Field energy and field operator under the transformation, fixed dipole
a0, Ek = np.sqrt(K / (2 * omega)), np.sqrt(omega * K / 2)
d_fixed = 2.0
num, s, f, s2, f2 = field(60)
U = expm(1j * d_fixed * a0 * s)
low = slice(0, 15)
energy_moved = (U.conj().T @ (omega * num) @ U)[low, low]
energy_formula = (omega * num - d_fixed * Ek * f
                  + 0.5 * K * d_fixed**2 * np.eye(60))[low, low]
assert np.allclose(energy_moved, energy_formula, atol=1e-9)
field_moved = (U.conj().T @ (Ek * f) @ U)[low, low]
assert np.allclose(field_moved, (Ek * f - K * d_fixed * np.eye(60))[low, low],
                   atol=1e-9)
field_minimum = np.linalg.eigvalsh(omega * num - d_fixed * Ek * f)[0]
assert abs(field_minimum + 0.5 * K * d_fixed**2) < 1e-9

# --- Spectra of the two Hamiltonians for the anharmonic well
X, p, p2 = oscillator(n_el, 1.2)
x, x2 = X[1], X[2]
h = 0.5 * p2 + 0.5 * x2 + cubic * X[3] + quartic * X[4]
e_mat, v_mat = np.linalg.eigh(h)
e_c, v_c = lowest(h_coulomb(h, p, K, n_ph))
e_d, v_d = lowest(h_dipole(h, x, x2, K, n_ph))
e_no, v_no = lowest(h_dipole(h, x, x2, K, n_ph, self_energy=False))
assert np.max(np.abs(e_c - e_d)) < 1e-6
assert np.min(np.abs(e_no - e_c)) > 1e-3

# --- Ground states linked by U, and observables in both representations
num, s, f, s2, f2 = field(n_ph)
one_el, one_ph = np.eye(n_el), np.eye(n_ph)
gc, gd = v_c[:, 0], v_d[:, 0]
ex, vx = np.linalg.eigh(x)
es, vs = np.linalg.eigh(s)
coef = vx.T @ gd.reshape(n_el, n_ph) @ vs
coef = coef * np.exp(-1j * a0 * np.outer(ex, es))
overlap = abs(np.vdot(gc, (vx @ coef @ vs.T).ravel()))
overlap_plain = abs(np.vdot(gc, gd))
assert abs(overlap - 1) < 1e-7 and overlap_plain < 1 - 1e-4

F_op = np.kron(one_el, Ek * f)
x_op = np.kron(x, one_ph)
disp_mean = mean(F_op, gd)
pol_mean = -K * mean(x_op, gd)
efield_c = mean(F_op, gc)
assert abs(efield_c) < 1e-6 and abs(disp_mean - pol_mean) < 1e-6
assert abs(pol_mean) > 1e-3
e2_c = mean(np.kron(one_el, Ek**2 * f2), gc)
e2_d = mean(np.kron(one_el, Ek**2 * f2) + 2 * K * Ek * np.kron(x, f)
            + K**2 * np.kron(x2, one_ph), gd)
d2_d = mean(np.kron(one_el, Ek**2 * f2), gd)
assert abs(e2_c - e2_d) < 1e-6 and abs(d2_d - e2_c) > 1e-4
kin_c = 0.5 * mean(np.kron(p2, one_ph) + 2 * a0 * np.kron(p, s)
                   + a0**2 * np.kron(one_el, s2), gc)
kin_d = 0.5 * mean(np.kron(p2, one_ph), gd)
assert abs(kin_c - kin_d) < 1e-6
photons_c = mean(np.kron(one_el, num), gc)
photons_d = mean(np.kron(one_el, num), gd)
self_mean = 0.5 * K * mean(np.kron(x2, one_ph), gd)

# --- Second-order ground-state shift in both representations
gap = e_mat - e_mat[0]
x_n0 = v_mat.T @ x @ v_mat[:, 0]
p_n0 = v_mat.T @ p @ v_mat[:, 0]
self_first = 0.5 * K * mean(x2, v_mat[:, 0])
dip_second = -Ek**2 * np.sum(x_n0**2 / (gap + omega))
a2_first = 0.5 * a0**2
pa_second = -a0**2 * np.sum(np.abs(p_n0)**2 / (gap + omega))
shift_pt = self_first + dip_second
shift_sum = 0.5 * K * np.sum(x_n0**2 * gap / (gap + omega))
assert abs(shift_pt - (a2_first + pa_second)) < 1e-7
assert abs(shift_pt - shift_sum) < 1e-7
shift_full = e_c[0] - e_mat[0]
weak = lowest(h_coulomb(h, p, K / 100, n_ph), 1)[0][0] - e_mat[0]
assert abs(weak / (shift_sum / 100) - 1) < 2e-3


# --- Prescribed classical field in both gauges
def propagate(hamiltonian, position, psi, t_end, steps):
    dt = t_end / steps
    track = [mean(position, psi)]
    for j in range(steps):
        e, v = np.linalg.eigh(hamiltonian((j + 0.5) * dt))
        psi = v @ (np.exp(-1j * e * dt) * (v.conj().T @ psi))
        track.append(mean(position, psi))
    return psi, np.array(track)


t_end, steps, A_amp = 11.0, 1100, 0.1
start = v_mat[:, 0].astype(complex)


def h_velocity(t):
    A = A_amp * np.sin(omega * t)
    return h + A * p + 0.5 * A**2 * np.eye(n_el)


def h_length(t):
    return h - x * A_amp * omega * np.cos(omega * t)


psi_v, x_v = propagate(h_velocity, x, start, t_end, steps)
psi_l, x_l = propagate(h_length, x, start, t_end, steps)
_, x_wrong = propagate(lambda t: h_length(t) + 0.5 * K * x2, x, start,
                       t_end, steps)
A_end = A_amp * np.sin(omega * t_end)
psi_mapped = vx @ (np.exp(-1j * ex * A_end) * (vx.T @ psi_l))
state_error = np.linalg.norm(psi_v - psi_mapped)
dev_right = np.max(np.abs(x_v - x_l))
dev_wrong = np.max(np.abs(x_v - x_wrong))
# the midpoint propagator has an error of second order in the time step
assert state_error < 1e-4 and dev_right < 1e-4 and dev_wrong > 1e-2

# --- Coherent quantized field approaches the classical drive as 1/volume
n_lev, n_fock, E_amp = 12, 45, 0.1
W = v_mat[:, :n_lev]
h_s, x_s, x2_s = np.diag(e_mat[:n_lev]), W.T @ x @ W, W.T @ x2 @ W
ground = np.eye(n_lev, dtype=complex)[0]
_, x_cl = propagate(lambda t: h_s + x_s * E_amp * np.sin(omega * t),
                    x_s, ground, t_end, steps)
big_volumes, deviations, mean_photons = [8000.0, 32000.0], [], []
for vol in big_volumes:
    k_big = 1.0 / (EPS0 * vol)
    alpha = E_amp / (2 * np.sqrt(omega * k_big / 2))
    ratios = alpha / np.sqrt(np.arange(1.0, n_fock))
    coherent = np.exp(-alpha**2 / 2) * np.cumprod(np.r_[1.0, ratios])
    e, v = eigh(h_dipole(h_s, x_s, x2_s, k_big, n_fock))
    c0 = v.conj().T @ np.kron(ground, coherent)
    worst = 0.0
    for j in range(0, steps + 1, 20):
        psi = (v @ (np.exp(-1j * e * t_end * j / steps) * c0))
        psi = psi.reshape(n_lev, n_fock)
        x_q = np.sum(psi.conj() * (x_s @ psi)).real
        worst = max(worst, abs(x_q - x_cl[j]))
    deviations.append(worst)
    mean_photons.append(alpha**2)
dev_ratio = deviations[0] / deviations[1]
assert 3.4 < dev_ratio < 4.6

# --- Weak spring: stable only with the self-energy
spring = 0.04
spring_with, spring_without = [], []
for n in (20, 30):
    Y, _, py2 = oscillator(n, 0.3)
    h_sp = 0.5 * py2 + 0.5 * spring * Y[2]
    for keep, store in ((True, spring_with), (False, spring_without)):
        H = h_dipole(h_sp, Y[1], Y[2], K, 30, self_energy=keep)
        store.append(lowest(H, 1)[0][0])
off = -np.sqrt(K) * omega
modes_sq = np.linalg.eigvalsh([[spring + K, off], [off, omega**2]])
modes_sq_no = np.linalg.eigvalsh([[spring, off], [off, omega**2]])
spring_exact = 0.5 * np.sum(np.sqrt(modes_sq)) - 0.5 * omega
assert abs(spring_with[1] - spring_exact) < 1e-5
assert modes_sq_no[0] < 0 and spring_without[1] < spring_without[0] - 0.1

# --- Free-space modes up to a cutoff, unit dipole along z
k_max, n_max = 0.1, 25
box = 2 * np.pi * n_max / k_max
r = np.arange(-n_max, n_max + 1)
grid = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
n2 = np.sum(grid**2, axis=1)
kv = grid[(n2 > 0) & (n2 <= n_max**2)].astype(float)
kv /= np.linalg.norm(kv, axis=1)[:, None]
pol1 = np.cross(kv, [1.0, np.sqrt(2.0), np.sqrt(3.0)])
pol1 /= np.linalg.norm(pol1, axis=1)[:, None]
pol2 = np.cross(kv, pol1)
mode_sum = np.sum(pol1[:, 2]**2 + pol2[:, 2]**2) / (2 * EPS0 * box**3)
mode_formula = k_max**3 / (18 * np.pi**2 * EPS0)
# lattice points in a finite sphere deviate slightly from its volume
assert abs(mode_sum / mode_formula - 1) < 0.01

# --- Output
def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("mode frequency", omega, "hartree", 2)
show("mode volume", volume, "bohr^3", 0)
show("free-space wavelength at this frequency",
     2 * np.pi * LIGHT_SPEED / omega, "bohr", 1)
show("K = 1/(eps0 volume)", K, "a.u.")
show("vector-potential amplitude a0", a0, "a.u.")
show("field amplitude Ek", Ek, "a.u.")
show("bare electron ground energy", e_mat[0], "hartree")
show("bare first excitation energy", gap[1], "hartree")
for j in range(3):
    print(f"level {j}, Coulomb / dipole / no self-energy: "
          f"{e_c[j]:.6f} / {e_d[j]:.6f} / {e_no[j]:.6f} hartree")
print(f"largest level difference, 4 levels: {np.max(np.abs(e_c-e_d)):.1e} hartree")
show("ground-energy error without self-energy", e_no[0] - e_c[0], "hartree")
show("same error", (e_no[0] - e_c[0]) * HARTREE_EV, "eV", 4)
show("mean self-energy in ground state", self_mean, "hartree")
show("overlap of ground states after U", overlap, "", 8)
show("overlap of ground states without U", overlap_plain)
show("mean x in ground state", mean(x_op, gd), "bohr")
show("mean D/eps0", disp_mean, "a.u.")
show("mean P/eps0", pol_mean, "a.u.")
print(f"size of mean electric field: {abs(efield_c):.1e} a.u.")
show("mean E^2, Coulomb gauge", e2_c, "a.u.")
show("mean E^2, dipole gauge", e2_d, "a.u.")
show("mean (D/eps0)^2, dipole gauge", d2_d, "a.u.")
show("mean a^dag a, Coulomb gauge", photons_c)
show("mean a^dag a, dipole gauge", photons_d)
show("first-order self-energy", self_first, "hartree")
show("second-order -d.F term", dip_second, "hartree")
show("first-order A^2 term", a2_first, "hartree")
show("second-order p.A term", pa_second, "hartree")
show("perturbative shift", shift_pt, "hartree")
show("full shift", shift_full, "hartree")
show("full shift", shift_full * HARTREE_EV, "eV", 4)
show("classical vector-potential amplitude", A_amp, "a.u.", 2)
show("classical drive duration", t_end, "a.u. of time", 1)
print(f"classical gauges, largest difference in mean x: {dev_right:.1e} bohr")
show("same with self-energy wrongly added", dev_wrong, "bohr", 4)
show("electric amplitude in coherent-state test", E_amp, "a.u.", 2)
for vol, nbar, dev in zip(big_volumes, mean_photons, deviations):
    print(f"volume {vol:.0f} bohr^3, {nbar:.2f} photons, "
          f"deviation from classical x: {dev:.6f} bohr")
show("ratio of these deviations", dev_ratio, "", 3)
show("weak spring constant", spring, "a.u.", 2)
show("spring ground energy with self-energy", spring_with[1], "hartree")
print(f"without it, 20 / 30 electron basis states: "
      f"{spring_without[0]:.4f} / {spring_without[1]:.4f} hartree")
show("lowest squared mode frequency without it", modes_sq_no[0], "a.u.")
show("free-space cutoff wave number", k_max, "1/bohr", 2)
print(f"self-energy of unit dipole, mode sum: {mode_sum:.4e} hartree")
print(f"self-energy of unit dipole, formula: {mode_formula:.4e} hartree")
print("every check passed")
```

Running it gives:

```
mode frequency: 1.00 hartree
mode volume: 200 bohr^3
free-space wavelength at this frequency: 861.0 bohr
K = 1/(eps0 volume): 0.062832 a.u.
vector-potential amplitude a0: 0.177245 a.u.
field amplitude Ek: 0.177245 a.u.
bare electron ground energy: 0.553516 hartree
bare first excitation energy: 1.191993 hartree
level 0, Coulomb / dipole / no self-energy: 0.560648 / 0.560648 / 0.547225 hartree
level 1, Coulomb / dipole / no self-energy: 1.505881 / 1.505881 / 1.487534 hartree
level 2, Coulomb / dipole / no self-energy: 1.820662 / 1.820662 / 1.788352 hartree
largest level difference, 4 levels: 4.0e-14 hartree
ground-energy error without self-energy: -0.013423 hartree
same error: -0.3653 eV
mean self-energy in ground state: 0.013280 hartree
overlap of ground states after U: 1.00000000
overlap of ground states without U: 0.993465
mean x in ground state: -0.081245 bohr
mean D/eps0: 0.005105 a.u.
mean P/eps0: 0.005105 a.u.
size of mean electric field: 3.3e-19 a.u.
mean E^2, Coulomb gauge: 0.032106 a.u.
mean E^2, dipole gauge: 0.032106 a.u.
mean (D/eps0)^2, dipole gauge: 0.031988 a.u.
mean a^dag a, Coulomb gauge: 0.003878
mean a^dag a, dipole gauge: 0.002938
first-order self-energy: 0.013356 hartree
second-order -d.F term: -0.006203 hartree
first-order A^2 term: 0.015708 hartree
second-order p.A term: -0.008555 hartree
perturbative shift: 0.007153 hartree
full shift: 0.007131 hartree
full shift: 0.1941 eV
classical vector-potential amplitude: 0.10 a.u.
classical drive duration: 11.0 a.u. of time
classical gauges, largest difference in mean x: 1.3e-06 bohr
same with self-energy wrongly added: 0.0592 bohr
electric amplitude in coherent-state test: 0.10 a.u.
volume 8000 bohr^3, 3.18 photons, deviation from classical x: 0.003259 bohr
volume 32000 bohr^3, 12.73 photons, deviation from classical x: 0.000817 bohr
ratio of these deviations: 3.988
weak spring constant: 0.04 a.u.
spring ground energy with self-energy: 0.112950 hartree
without it, 20 / 30 electron basis states: -0.8009 / -1.4357 hartree
lowest squared mode frequency without it: -0.021509 a.u.
free-space cutoff wave number: 0.10 1/bohr
self-energy of unit dipole, mode sum: 7.0537e-05 hartree
self-energy of unit dipole, formula: 7.0736e-05 hartree
every check passed
```
